# Exact vector mean free path for a separable scattering kernel

## Problem

Carriers in one band scatter elastically on a shell of constant energy. Atomic units are used in the algebra, so $\hbar=1$ and the velocity is $\mathbf v=\nabla_{\mathbf k}E$. The states $k$ of the shell carry weights $w_k$ proportional to their density of states, with $\sum_k w_k=1$, and $\langle f\rangle=\sum_k w_kf_k$ is the shell average. On a continuous shell the sum is an integral.

The rate from $k$ into $k'$ is $w_{k'}P(k,k')$, where $P$ is symmetric, strictly positive and separable:

$$P(k,k')=\sum_{\alpha\beta}\phi_\alpha(k)\,C_{\alpha\beta}\,\phi_\beta(k'),\qquad C=C^T,\quad \phi_0=1 .$$

The number of functions $\phi_\alpha$ is finite. If the constant function is not needed in $P$, it is still listed, with zeros in its row and column of $C$. A weak, static, uniform force $\mathbf F$ acts, and there is no magnetic field. The distribution is written as

$$f=f_0+\left(-\frac{df_0}{dE}\right)\mathbf F\cdot\boldsymbol\Lambda(k),$$

which defines the vector mean free path $\boldsymbol\Lambda$.

(a) Find $\boldsymbol\Lambda$ for a general separable kernel.

(b) Evaluate it for a circular Fermi line, $\mathbf v=v_F(\cos\theta,\sin\theta)$, with $w$ uniform in $\theta$ and

$$P=G_0+g(\cos2\theta+\cos2\theta')+p_x\cos\theta\cos\theta'+p_y\sin\theta\sin\theta' .$$

(c) Is $\boldsymbol\Lambda$ parallel to $\mathbf v$? Take $\hbar v_F=4$ eV Å, $G_0=0.020$ eV, $g=0.004$ eV, $p_x=-0.006$ eV and $p_y=0.010$ eV. These are round model parameters, not those of a material.

The kernel of (c) is positive. Since $\cos2\theta=2\cos^2\theta-1$, $\sin\theta\sin\theta'\ge-1$ and $|\cos\theta\cos\theta'|\le(\cos^2\theta+\cos^2\theta')/2$, it obeys, in eV,

$$P\ge 0.020-0.008-0.010+(0.008-0.003)(\cos^2\theta+\cos^2\theta')\ge0.002 .$$

## The linear equation

In the collision term the Pauli factors combine as $f'(1-f)-f(1-f')=f'-f$, because $P$ is symmetric. The steady Boltzmann equation is therefore

$$\mathbf F\cdot\nabla_{\mathbf k}f=\langle P(k,k')(f_{k'}-f_k)\rangle_{k'} .$$

To first order in $\mathbf F$ the left side is $\mathbf F\cdot\mathbf v\,df_0/dE$. On the right $f_0$ cancels, since both states have the same energy, and $-df_0/dE$ is a common factor. Dividing by it, and using that the direction of $\mathbf F$ is arbitrary, gives

$$\Gamma(k)\boldsymbol\Lambda(k)-\langle P(k,k')\boldsymbol\Lambda(k')\rangle_{k'}=\mathbf v(k),\qquad \Gamma(k)=\langle P(k,k')\rangle_{k'} .\tag{1}$$

A constant added to $\boldsymbol\Lambda$ drops out of (1). It would change the number of carriers on the shell, which the force does not do, so $\langle\boldsymbol\Lambda\rangle=0$ is imposed.

## A tempting solution, which is wrong

The second term of (1) describes carriers scattered into $k$. They arrive from the whole Fermi line. In the model,

$$\Gamma=G_0+g\cos2\theta,$$

because the other terms of $P$ average to zero over $\theta'$. This rate is the same at $\theta$ and $\theta+\pi$, while $\mathbf v$ changes sign. Hence $\langle\mathbf v/\Gamma\rangle=0$: the arriving carriers have no preferred direction, and the in-scattering term vanishes. What remains is

$$\boldsymbol\Lambda=\mathbf v/\Gamma .\qquad\text{(wrong)}$$

It satisfies $\langle\boldsymbol\Lambda\rangle=0$ and is parallel to $\mathbf v$. At $\theta=45^\circ$, where $\Gamma=0.020$ eV, each component would be $141.4$ Å.

## Where it fails

The average in (1) is not the plain average $\langle\boldsymbol\Lambda\rangle$. It is weighted with $P(k,k')$, which remembers the direction. Inserting $\mathbf v/\Gamma$ for the $x$ component shows what was lost. The terms of $P$ that are even under $\theta'\to\theta'+\pi$ give zero, as claimed. The term with $\sin\theta'$ gives zero by the reflection $\theta'\to-\theta'$. The term with $\cos\theta'$ survives:

$$\left\langle P\,\frac{v_F\cos\theta'}{\Gamma(\theta')}\right\rangle_{\theta'}=p_x\cos\theta\;v_F M_{xx}=p_xM_{xx}\,v_x,\qquad M_{xx}=\left\langle\frac{\cos^2\theta}{\Gamma}\right\rangle .\tag{2}$$

In the same way the $y$ component leaves $p_yM_{yy}v_y$, with $M_{yy}=\langle\sin^2\theta/\Gamma\rangle$. These residues are proportional to the source itself, with different factors for $x$ and $y$.

The argument does hold when the shell has inversion symmetry and every $\phi_\alpha$ is even under inversion. Then $P(k,k')$ and $\Gamma(k')$ are even in $k'$, $\mathbf v$ is odd, and $\boldsymbol\Lambda=\mathbf v/\Gamma$ is correct however anisotropic $\Gamma$ may be.

## Right solution, part (a)

**Existence and uniqueness.** Write (1) as $L\boldsymbol\Lambda=\mathbf v$. For any real function $f$ on the shell, the symmetry of $P$ gives

$$\langle fLf\rangle=\langle\langle P f^2\rangle\rangle-\langle\langle Pff'\rangle\rangle=\tfrac12\langle\langle P(k,k')(f_k-f_{k'})^2\rangle\rangle ,$$

where the double bracket averages over $k$ and $k'$. As $P>0$, this vanishes only for constant $f$, so (1) with $\langle\boldsymbol\Lambda\rangle=0$ has at most one solution. The symmetry of $P$ also gives $\langle Lf\rangle=0$ for every $f$, so a solution requires $\langle\mathbf v\rangle=0$. This holds: $\langle\mathbf v\rangle$ is proportional to $\int d\mathbf k\,\delta(E-\varepsilon)\nabla_{\mathbf k}E=\int d\mathbf k\,\nabla_{\mathbf k}\Theta(E-\varepsilon)$, the integral of the gradient of a periodic function over its period. For the circle it is evident.

**Reduction to a small matrix.** Collect the functions into a column $\phi$ and define

$$X=\langle\phi\,\boldsymbol\Lambda\rangle,\qquad b=\langle\phi\,\mathbf v/\Gamma\rangle,\qquad M=\langle\phi\phi^T/\Gamma\rangle .$$

Each entry of $X$ and $b$ is a vector in space. Equation (1) reads $\Gamma\boldsymbol\Lambda=\mathbf v+\phi^TCX$. Multiplying by $\phi/\Gamma$ and averaging gives $X=b+MCX$, or $(1-MC)X=b$.

This matrix cannot be inverted. With $\mu=\langle\phi\rangle$ the out-rate is $\Gamma=\phi^TC\mu$, so

$$MC\mu=\left\langle\frac{\phi\,(\phi^TC\mu)}{\Gamma}\right\rangle=\langle\phi\rangle=\mu .$$

Thus $1-MC$ annihilates $\mu$. This is particle conservation again: $\boldsymbol\Lambda=$ constant corresponds to $X\propto\mu$.

**Removing the singularity.** Replace $L$ by $L_s$, where $L_sf=Lf+s\langle f\rangle$ and $s>0$. Averaging $L_s\boldsymbol\Lambda=\mathbf v$ gives $s\langle\boldsymbol\Lambda\rangle=\langle\mathbf v\rangle=0$. The added term is therefore zero on the solution, which obeys (1) and the constraint together and does not depend on $s$. Because $\phi_0=1$, the shift changes one entry of the kernel matrix:

$$K=C-s\,e_0e_0^T,\qquad L_sf=\Gamma f-\phi^TK\langle\phi f\rangle ,$$

where $e_0$ is the unit column of channel 0. The out-rate $\Gamma$ is still the one computed with $C$. Repeating the reduction with $K$ gives $(1-MK)X=b$, and hence

$$\boxed{\boldsymbol\Lambda=\frac1\Gamma\left[\mathbf v+\phi^TK(1-MK)^{-1}b\right]}\tag{3}$$

This is the Woodbury identity for a diagonal operator minus a finite-rank one,

$$(\Gamma-UKU^T)^{-1}=\Gamma^{-1}+\Gamma^{-1}UK(1-MK)^{-1}U^T\Gamma^{-1},\qquad M=U^T\Gamma^{-1}U,$$

where $U$ turns a column $x$ into the function $\phi^Tx$ and $U^T$ turns a function $f$ into the column $\langle\phi f\rangle$.

The inverse in (3) exists. Suppose $(1-MK)x=0$ and set $f=\phi^TKx/\Gamma$. Then $\langle\phi f\rangle=MKx=x$, so $L_sf=\phi^TKx-\phi^TKx=0$. But $\langle fL_sf\rangle=\langle fLf\rangle+s\langle f\rangle^2$ is positive for every nonzero $f$. Hence $f=0$ and $x=\langle\phi f\rangle=0$.

Strict positivity of $P$ matters here. If the shell consisted of two pockets with no scattering between them, a function constant on each pocket, with zero total average, would satisfy $L_sf=0$. Then $1-MK$ would be singular again, and one shift per pocket would be needed, with the function equal to 1 on that pocket and 0 elsewhere included among the $\phi_\alpha$. A solution would then also require the mean velocity to vanish on each piece separately. This holds for closed pockets. It fails for two decoupled open sheets with opposite mean velocities, and then (1) has no solution.

## Right solution, part (b)

Take $\phi=(1,\cos2\theta,\cos\theta,\sin\theta)^T$. The nonzero entries of $C$ are $C_{00}=G_0$, $C_{01}=C_{10}=g$, $C_{22}=p_x$ and $C_{33}=p_y$. Since $\Gamma$ is unchanged by $\theta\to\theta+\pi$, $M$ does not couple the first two functions to the last two. Since $\Gamma$ is unchanged by $\theta\to-\theta$, it does not couple $\cos\theta$ to $\sin\theta$. The source $b$ has no component in the first two channels, so $X$ has none either, and $s$ drops out.

For $\Lambda_x$ the only source entry is $v_FM_{xx}$, in the channel $\cos\theta$. There (3) requires $(1-p_xM_{xx})X_2=v_FM_{xx}$, and

$$\Lambda_x=\frac{v_F\cos\theta}{\Gamma}\left[1+\frac{p_xM_{xx}}{1-p_xM_{xx}}\right].$$

Adding the terms in the bracket, and treating $y$ in the same way,

$$\Lambda_x=\frac{v_x}{\Gamma(1-p_xM_{xx})},\qquad \Lambda_y=\frac{v_y}{\Gamma(1-p_yM_{yy})}.\tag{4}$$

**The two integrals.** Let $A=\sqrt{G_0+g}$ and $B=\sqrt{G_0-g}$, so that $\Gamma=A^2\cos^2\theta+B^2\sin^2\theta$. With $u=\tan\theta$,

$$M_{xx}+M_{yy}=\left\langle\frac1\Gamma\right\rangle=\frac{4}{2\pi}\int_0^\infty\frac{du}{A^2+B^2u^2}=\frac{2}{\pi}\,\frac{\pi}{2AB}=\frac1{AB}.$$

Also $A^2M_{xx}+B^2M_{yy}=\langle\Gamma/\Gamma\rangle=1$. Subtracting $B^2$ times the first relation from the second gives $(A^2-B^2)M_{xx}=1-B/A=(A-B)/A$. Therefore

$$M_{xx}=\frac1{A(A+B)},\qquad M_{yy}=\frac1{AB}-M_{xx}=\frac1{B(A+B)} .$$

For $g\to0$ both tend to $1/(2G_0)$.

**Meaning of the denominators.** Equation (1) can be read as $\boldsymbol\Lambda=\mathbf v/\Gamma+\langle P\boldsymbol\Lambda'\rangle/\Gamma$: the mean path to the next collision, plus the mean path still to come from the state reached. Iteration starts with $\mathbf v/\Gamma$. By (2), each further collision multiplies the $x$ term by $p_xM_{xx}$ and the $y$ term by $p_yM_{yy}$. The two geometric series sum to (4).

They converge for every positive kernel. With $f=\cos\theta/\Gamma$,

$$\tfrac12\langle\langle P(f\mp f')^2\rangle\rangle=M_{xx}(1\mp p_xM_{xx})>0,$$

so $|p_xM_{xx}|<1$, and likewise for $y$.

## Right solution, part (c)

From (4) the direction $\theta_\Lambda$ of $\boldsymbol\Lambda$ obeys

$$\tan\theta_\Lambda=r\tan\theta,\qquad r=\frac{1-p_xM_{xx}}{1-p_yM_{yy}} .$$

The two vectors are parallel at every $\theta$ only if $r=1$. Otherwise they are parallel just on the axes, and no scalar relaxation time, even one that depends on $\theta$, can give $\boldsymbol\Lambda=\tau\mathbf v$.

For $\delta=\theta_\Lambda-\theta$ in the first quadrant,

$$\tan\delta=\frac{(r-1)\tan\theta}{1+r\tan^2\theta}=\frac{r-1}{\cot\theta+r\tan\theta}.$$

The denominator is smallest, $2\sqrt r$, at $\tan\theta=1/\sqrt r$. So $|\tan\delta|_{\max}=|r-1|/(2\sqrt r)$. Since $(r-1)^2+4r=(r+1)^2$, this is the same as

$$\sin|\delta|_{\max}=\frac{|r-1|}{r+1}.$$

**Numbers.** Here $A^2=0.024$ eV and $B^2=0.016$ eV, so $M_{xx}=22.94$ eV⁻¹ and $M_{yy}=28.09$ eV⁻¹. The factors per collision are $p_xM_{xx}=-0.138$ and $p_yM_{yy}=0.281$. A collision on average partly reverses motion along $x$ and partly preserves motion along $y$. The summed series multiply the components of $\mathbf v/\Gamma$ by $0.879$ and $1.391$.

At $\theta=45^\circ$,

$$\Lambda_x=141.4\times0.879=124.3\ \text{Å},\qquad \Lambda_y=141.4\times1.391=196.7\ \text{Å},$$

of length $232.7$ Å ($439.7$ bohr). The partial sums after 0, 1, 2 and 3 collisions are $141.4,\ 122.0,\ 124.6,\ 124.3$ Å for $x$, alternating because the factor is negative, and $141.4,\ 181.2,\ 192.3,\ 195.4$ Å for $y$, rising steadily.

| $\theta$ | $\Lambda_x$ (Å) | $\Lambda_y$ (Å) | $\theta_\Lambda$ |
|---|---|---|---|
| 0° | 146.5 | 0 | 0° |
| 30° | 138.4 | 126.4 | 42.4° |
| 45° | 124.3 | 196.7 | 57.7° |
| 60° | 97.7 | 267.6 | 70.0° |
| 90° | 0 | 347.7 | 90° |

With $r=1.582$ the largest angle between $\boldsymbol\Lambda$ and $\mathbf v$ is $13.0^\circ$, reached at $\theta=38.5^\circ$.

## What causes the misalignment

The condition $r=1$ means $p_xM_{xx}=p_yM_{yy}$, that is, $p_xB=p_yA$. The kernel must stay positive in the following cases. The isotropic kernel is $P=G_0+p\cos(\theta-\theta')$, which is positive for $|p|<G_0$. In the other cases the bound used above, with the changed parameters, shows that $P$ is positive.

- **Isotropic kernel**, $g=0$ and $p_x=p_y=p$. Then $\boldsymbol\Lambda=\mathbf v/(G_0-p/2)$, parallel to $\mathbf v$. The denominator is the familiar transport rate $\langle P(1-\cos(\theta-\theta'))\rangle$.
- **Constant out-rate, unequal odd channels**: $g=0$ with the original $p_x$ and $p_y$. The largest angle is $12.2^\circ$, so most of the $13.0^\circ$ is present without any anisotropy of the lifetime.
- **Equal odd channels, anisotropic out-rate**: $g=0.004$ eV and $p_x=p_y=0.010$ eV. The largest angle is $2.0^\circ$. The odd part of $P$ is isotropic here, but $M_{xx}\ne M_{yy}$.
- **Compensation**: $g=0.004$ eV, $p_y=0.010$ eV and $p_x=p_yA/B=0.01225$ eV. The two anisotropies cancel, and $\boldsymbol\Lambda$ is parallel to $\mathbf v$.

## Consequence for transport

The particle current is the sum of $\mathbf v(-df_0/dE)\,\mathbf F\cdot\boldsymbol\Lambda$ over states. At low temperature it equals the density of states at the Fermi energy times $\sum_jD_{ij}F_j$, with $D_{ij}=\langle v_i\Lambda_j\rangle$; by the Einstein relation $D$ is the diffusion tensor. From (4),

$$D_{xx}=\frac{v_F^2M_{xx}}{1-p_xM_{xx}},\qquad D_{yy}=\frac{v_F^2M_{yy}}{1-p_yM_{yy}},\qquad D_{xy}=0 .$$

The values are $\hbar D_{xx}=322.6$ and $\hbar D_{yy}=625.1$ eV Å². The wrong solution gives $367.0$ and $449.5$ eV Å², which is 14% too large and 28% too small relative to the right values. It puts the anisotropy $D_{yy}/D_{xx}$ at $1.22$ instead of $1.94$.

The tensor $D$ by itself does not reveal the misalignment. A scalar $\tau(\theta)=\tau_0+\tau_2\cos2\theta$ with $\boldsymbol\Lambda=\tau\mathbf v$ would give $D_{xx}=v_F^2(\tau_0/2+\tau_2/4)$ and $D_{yy}=v_F^2(\tau_0/2-\tau_2/4)$, and its two constants can be fitted to both values: $\tau_0=(D_{xx}+D_{yy})/v_F^2$ and $\tau_2=2(D_{xx}-D_{yy})/v_F^2$. Here $\tau_0/\hbar=59.2$ eV⁻¹ and $\tau_2/\hbar=-37.8$ eV⁻¹, so the fitted $\tau$ is positive at every angle. This two-term form stays positive only while $D_{yy}/D_{xx}$ lies between $1/3$ and $3$. The fitted $\tau\mathbf v$ would still point in the wrong direction away from the axes.
